# Competing Fluxes and Why the Most Stable Silicide Can Form Later

A 5 nm layer of the silicide MSi lies between 10 nm of M$_2$Si and a silicon wafer, with metal M on top. In the model below, at 700 K, the MSi layer disappears after 295 s. Yet MSi is the more stable compound: its free energy of formation is $-0.500$ eV per atom, against $-0.467$ eV per atom for M$_2$Si. The free energy of the whole stack nevertheless falls throughout the process. How can a system go downhill by destroying its most stable phase?

## The counter-example

### Energies and driving forces

Call M$_2$Si phase $\beta$ and MSi phase $\gamma$. The parameters are round model values, not those of a named metal. Per formula unit, relative to pure M and pure Si, the formation free energies are

$$g_\beta=-1.40\ \text{eV},\qquad g_\gamma=-1.00\ \text{eV}.$$

Dividing by three and two atoms gives the values above. With silicon in excess, MSi is also favoured per metal atom: one metal atom gains 1.00 eV in MSi but 0.70 eV in M$_2$Si. "First to form" will mean first to grow as a continuous layer.

The layers are planar, in the order M | $\beta$ | $\gamma$ | Si. Metal atoms move and silicon atoms do not. Each compound has a narrow composition range, so a layer stores almost no extra metal and the flux through it is uniform. Stress is neglected.

Metal is driven by differences in its chemical potential $\mu_M$, measured from pure M. In the metal, $\mu_M=0$. Where $\beta$ and $\gamma$ are in equilibrium,

$$2\mu_M+\mu_{Si}=g_\beta,\qquad \mu_M+\mu_{Si}=g_\gamma.$$

Subtraction gives $\mu_M=g_\beta-g_\gamma=-0.40$ eV. At equilibrium between $\gamma$ and pure silicon, $\mu_{Si}=0$ and therefore $\mu_M=g_\gamma=-1.00$ eV. The drops across the two layers, including their interface reactions, are

$$A_\beta=0-(-0.40)=0.40\ \text{eV},$$
$$A_\gamma=-0.40-(-1.00)=0.60\ \text{eV}.$$

Both are positive, so metal flows towards the silicon through both layers. The larger drive belongs to $\gamma$, which makes its disappearance more striking.

### What a crossing atom does

Let $J_\beta$ and $J_\gamma$ be the numbers of metal atoms crossing each layer per unit area and time. An atom that crosses $\beta$ reaches the $\beta/\gamma$ interface and reacts there:

$$\text{M}+\text{MSi}\rightarrow\text{M}_2\text{Si}.$$

This creates one unit of $\beta$ and destroys one of $\gamma$. An atom that crosses $\gamma$ is first released from $\beta$, leaving a unit of $\gamma$ behind, and then reacts with silicon to make another:

$$\text{M}_2\text{Si}\rightarrow\text{MSi}+\text{M},\qquad \text{M}+\text{Si}\rightarrow\text{MSi}.$$

It destroys one unit of $\beta$ and creates two of $\gamma$. With $N_\beta$ and $N_\gamma$ the formula units per area,

$$\frac{dN_\beta}{dt}=J_\beta-J_\gamma,\qquad \frac{dN_\gamma}{dt}=2J_\gamma-J_\beta.$$

The phases compete because each flux feeds one layer at the expense of the other. With $r=J_\gamma/J_\beta$, there are three regimes: $\beta$ grows and $\gamma$ shrinks for $r<1/2$, both grow for $1/2<r<1$, and $\gamma$ grows while $\beta$ shrinks for $r>1$.

### The fluxes

Inside a layer of thickness $x$, diffusion obeys $J=-L\,d\mu_M/dx$, where $L$ is a transport coefficient. Since $J$ is uniform, diffusion uses up a potential drop $Jx/L$.

Each layer also has one interface reaction: release of metal into $\beta$ at M/$\beta$, and reaction with silicon at $\gamma$/Si. Let the forward rate be a constant $k$. If the reaction has available free energy $a$ per metal atom, detailed balance makes the backward rate $ke^{-a/k_BT}$, so

$$J=k\left(1-e^{-a/k_BT}\right),\qquad a=-k_BT\ln\left(1-\frac Jk\right).$$

The second form follows by isolating the exponential and taking its logarithm. Diffusion and reaction carry the same flux and share the total drop:

$$A=\frac{Jx}{L}-k_BT\ln\left(1-\frac Jk\right).\tag{1}$$

The $\beta/\gamma$ interface is taken to be in local equilibrium, so it uses no part of the drop.

Both layers have $L=50$ eV$^{-1}$ nm$^{-1}$ s$^{-1}$. Their difference is at the interfaces: $k_\beta=1.0$ and $k_\gamma=0.10$ nm$^{-2}$ s$^{-1}$. At 700 K, $k_BT=0.0603$ eV.

For 10 nm of $\beta$, equation (1) gives $J_\beta=0.967$ nm$^{-2}$ s$^{-1}$. Substitution confirms it: diffusion uses $0.967\times10/50=0.193$ eV and the reaction the other 0.207 eV, together 0.40 eV. For 5 nm of $\gamma$ the flux is $J_\gamma=0.100$ nm$^{-2}$ s$^{-1}$. Diffusion there uses 0.01 eV, and nearly all of the 0.60 eV is spent on the slow reaction with silicon. Hence

$$\frac{dN_\beta}{dt}=0.967-0.100=0.867\ \text{nm}^{-2}\,\text{s}^{-1},$$
$$\frac{dN_\gamma}{dt}=2(0.100)-0.967=-0.767\ \text{nm}^{-2}\,\text{s}^{-1}.$$

The $\gamma$ layer is converted to $\beta$ from the metal side faster than it is renewed.

### The energy account

A unit of $\gamma$ occupies 0.024 nm$^3$ and a unit of $\beta$ 0.032 nm$^3$. The 5 nm layer therefore contains $5/0.024=208.3$ units per nm$^2$. When it has gone, $\beta$ has thickened from 10 to 17.61 nm, a gain of $7.61/0.032=237.8$ units per nm$^2$. The change in free energy is

$$\Delta G=237.8(-1.40)-208.3(-1.00)\approx-124.6\ \text{eV nm}^{-2}.$$

The loss of $\gamma$ costs free energy, but the new $\beta$ returns more. Part of it comes from fresh metal combining with MSi, a reaction that releases $A_\beta=0.40$ eV per atom. A comparison of MSi with M$_2$Si per atom leaves that metal out. While unreacted metal supplies the stack, MSi is not protected by being the more stable compound.

The outcome depends on thickness. Under 150 nm of $\beta$, the same 5 nm of $\gamma$ meets $J_\beta=0.1305$ and $J_\gamma=0.1000$ nm$^{-2}$ s$^{-1}$. The ratio is $r=0.77$, and both layers grow. After an hour $\gamma$ has reached 11.1 nm and $\beta$ 153.4 nm. No formation energy has changed; the longer path through $\beta$ has reduced the flux that attacks $\gamma$.

## The correct general statement

Let $\beta=\text{M}_a\text{Si}$ and $\gamma=\text{M}_b\text{Si}$, with $a>b>0$. Keep the transport model above and require both drives to be positive. Write

$$J_{\gamma0}=k_\gamma\left(1-e^{-A_\gamma/k_BT}\right)\tag{2}$$

for the flux through a vanishingly thin $\gamma$ layer. Then:

**A $\gamma$ layer between $\beta$ and silicon shrinks whenever $J_\beta>(a/b)J_\gamma$, whichever phase is more stable, and the total free energy decreases as it does so. If**

$$k_\beta\left(1-e^{-A_\beta/k_BT}\right)>\frac ab J_{\gamma0},\tag{3}$$

**there is a positive critical thickness $x_c$ of $\beta$, below which a $\gamma$ layer of any thickness is shrinking.**

Formation energies set the directions of the reactions and enter the fluxes, but they do not alone decide which layer grows first.

### Proof: drives and growth rates

Equilibrium at $\beta/\gamma$ requires $a\mu_M+\mu_{Si}=g_\beta$ and $b\mu_M+\mu_{Si}=g_\gamma$, so $\mu_M=(g_\beta-g_\gamma)/(a-b)$. At $\gamma$/Si, $\mu_M=g_\gamma/b$. The drives are

$$A_\beta=\frac{g_\gamma-g_\beta}{a-b},$$
$$A_\gamma=\frac{g_\beta-g_\gamma}{a-b}-\frac{g_\gamma}{b}=\frac{b g_\beta-a g_\gamma}{b(a-b)}.$$

Negative formation energies do not guarantee that these are positive. With $g_\beta=-0.9$ eV and $g_\gamma=-1.0$ eV for the M$_2$Si/MSi pair, $A_\beta=-0.1$ eV, and M$_2$Si would decompose into MSi and metal. Positive drives mean that each phase is stable against decomposition into its neighbours in the sequence M, $\beta$, $\gamma$, Si.

Metal enters the silicides at rate $J_\beta$. At the silicon side, $b$ metal atoms are needed to incorporate one silicon atom, so silicon enters at rate $J_\gamma/b$. Counting both elements,

$$a\dot N_\beta+b\dot N_\gamma=J_\beta,\qquad \dot N_\beta+\dot N_\gamma=\frac{J_\gamma}{b}.$$

Multiply the second equation by $b$ and subtract it from the first:

$$\dot N_\beta=\frac{J_\beta-J_\gamma}{a-b}.$$

Insert this into the silicon balance:

$$\dot N_\gamma=\frac{J_\gamma}{b}-\frac{J_\beta-J_\gamma}{a-b}
=\frac{(a/b)J_\gamma-J_\beta}{a-b}.$$

The last step uses $(a-b)/b+1=a/b$. Since $a-b>0$, $\gamma$ shrinks precisely when $J_\beta>(a/b)J_\gamma$. The factor is 2 for M$_2$Si and MSi. It would be 4 for M$_2$Si and MSi$_2$, because MSi$_2$ corresponds to $b=1/2$.

### Proof: the free energy falls

Pure M and pure Si are the zeros of energy, so $G=g_\beta N_\beta+g_\gamma N_\gamma$ per unit area, apart from interface energies, which are constant while all the planar interfaces persist. Differentiate, insert the rates and collect the fluxes:

$$\dot G=J_\beta\frac{g_\beta-g_\gamma}{a-b}+J_\gamma\frac{(a/b)g_\gamma-g_\beta}{a-b}.$$

The first fraction is $-A_\beta$. Multiplying the numerator and denominator of the second by $b$ shows that it is $-A_\gamma$. Therefore

$$\dot G=-(J_\beta A_\beta+J_\gamma A_\gamma)<0.\tag{4}$$

Nothing in (4) depends on the sign of $\dot N_\gamma$. The second law is satisfied whether $\gamma$ grows or is consumed. In the opening case, the slope of $G$ along the integrated history was tested against (4) at half time, where it is $-0.424$ eV nm$^{-2}$ s$^{-1}$.

### Proof: the critical thickness

The right side of (1) increases with $J$, from zero at $J=0$ to infinity as $J\to k$. There is thus one solution for each positive $A$. At fixed $J>0$ the right side also increases with $x$, so a thicker layer must carry a smaller flux. The largest flux occurs at $x=0$, where (1) gives $J=k(1-e^{-A/k_BT})$. This proves (2), and it shows that $J_\gamma\le J_{\gamma0}$ for every thickness of $\gamma$.

Define $x_c$ by $J_\beta(x_c)=J_c$, with $J_c=(a/b)J_{\gamma0}$. Setting $J=J_c$ in (1) for $\beta$ and solving for the thickness gives

$$x_c=\frac{L_\beta}{J_c}\left[A_\beta+k_BT\ln\left(1-\frac{J_c}{k_\beta}\right)\right].\tag{5}$$

The bracket is positive when $\ln(1-J_c/k_\beta)>-A_\beta/k_BT$. Exponentiating and rearranging turns this into $J_c<k_\beta(1-e^{-A_\beta/k_BT})$, which is condition (3). For $x_\beta<x_c$, the flux through $\beta$ exceeds $J_c$, and hence

$$J_\beta(x_\beta)>\frac ab J_{\gamma0}\ge\frac ab J_\gamma.$$

The $\gamma$ layer is therefore shrinking, as claimed. This is a statement about the present rate. Because $\beta$ thickens meanwhile, a thick initial $\gamma$ layer may survive if $x_\beta$ reaches $x_c$ before $\gamma$ has gone. A sufficiently thin seed does not last that long.

## Reading the result

### The size of the threshold

In the example $J_{\gamma0}=0.099995$ nm$^{-2}$ s$^{-1}$, so $J_c=0.19999$ nm$^{-2}$ s$^{-1}$, and (5) gives

$$x_c=\frac{50}{0.19999}\left[0.4000+0.06032\ln(0.80001)\right]\approx96.6\ \text{nm}.$$

As a test, metal diffusion through a layer of this thickness was followed in time until it became steady. The flux settled at 0.19999 nm$^{-2}$ s$^{-1}$, as required. The opening case, with 10 to 17.6 nm of $\beta$, lies below the threshold, and the case with 150 nm lies above it.

### What extra stability changes

When $A_\gamma\gg k_BT$, the exponential in (2) is negligible and $J_{\gamma0}\approx k_\gamma$. The backward reaction has already been almost stopped, so at fixed $k_\gamma$ a larger drive can raise the net flux only slightly. Here $A_\gamma$ is about ten times $k_BT$, and the flux is within 0.01% of its ceiling.

The fixed $k_\gamma$ is an assumption of the model, since detailed balance sets only the ratio of the forward and backward rates. Suppose instead that the forward rate were proportional to the metal activity, $e^{\mu_M/k_BT}$. Lowering $g_\gamma$ by 0.05 eV raises $\mu_M$ at $\beta/\gamma$ by the same amount, and the ceiling for a thin layer would rise by a factor $e^{0.05/0.0603}\approx2.3$. The energy limit found below therefore belongs to the constant-rate model.

With both rate constants fixed, greater stability of $\gamma$ still acts by another route. Lowering $g_\gamma$ by $\delta$ at fixed $g_\beta$ raises $A_\gamma$ by $2\delta$ but lowers $A_\beta$ by $\delta$. The smaller $A_\beta$ weakens the attack on $\gamma$ and reduces $x_c$. Suppression is lost when $x_c=0$. With $J_{\gamma0}\approx k_\gamma$, this occurs at

$$A_\beta=-k_BT\ln\left(1-\frac{2k_\gamma}{k_\beta}\right)=0.0135\ \text{eV},$$

that is, at $g_\gamma=-1.40+0.0135=-1.3865$ eV. MSi could thus approach $-0.693$ eV per atom, against $-0.467$ eV for M$_2$Si, before $\beta$ lost its initial advantage. Near this limit the advantage covers a very thin $\beta$ layer at most.

If instead $A_\gamma\ll k_BT$, expanding the exponential in (2) gives $J_{\gamma0}\approx k_\gamma A_\gamma/k_BT$. In that regime the flux is proportional to the drive, and the stability of $\gamma$ matters directly.

### Diffusion alone does not suppress a thin layer

Let both rate constants become very large. The logarithm in (1) vanishes, leaving $J=AL/x$. The M$_2$Si/MSi growth condition $2J_\gamma>J_\beta$ becomes

$$x_\gamma<\frac{2A_\gamma L_\gamma}{A_\beta L_\beta}\,x_\beta.$$

Under 10 nm of $\beta$, every $\gamma$ layer thinner than $2(0.60/0.40)\times10=30$ nm grows. A layer of 0.1 nm would carry about 300 nm$^{-2}$ s$^{-1}$, against 2.0 through $\beta$. So thin a layer is below atomic size and illustrates the mathematical limit rather than a real film. The limit shows what suppression needs: the flux through a thin $\gamma$ layer must have a ceiling, and for this pair the ceiling must lie below half the flux through $\beta$. Here the slow reaction with silicon provides it.

### The same energies, the opposite choice

Exchange the two rate constants, so that $k_\beta=0.10$ and $k_\gamma=1.0$ nm$^{-2}$ s$^{-1}$, and leave both formation energies alone. For 5 nm of $\beta$ and 10 nm of $\gamma$, the fluxes are $J_\beta=0.0998$ and $J_\gamma=0.9987$ nm$^{-2}$ s$^{-1}$. Now $r\approx10$, and

$$\dot N_\beta=0.0998-0.9987=-0.899\ \text{nm}^{-2}\,\text{s}^{-1}.$$

The $\beta$ layer vanishes after 175 s. The starting thicknesses differ from those of the opening case, but they are not the cause. With the original constants this same stack would begin by losing $\gamma$: 5 nm of $\beta$ carries more than the 0.967 nm$^{-2}$ s$^{-1}$ found for 10 nm, while $\gamma$ carries at most 0.100. The formation energies are identical and the phase under attack is different, so the selection is kinetic.

### A finite film reaches the stable phase later

Return to the original constants and deposit 50 nm of metal on thick silicon. At 0.011 nm$^3$ per atom, the film holds $50/0.011=4545$ metal atoms per nm$^2$. Converted entirely to $\beta$, they make $4545/2$ formula units, or 72.7 nm. This is below $x_c=96.6$ nm, so any complete layer of $\gamma$ shrinks throughout the metal-fed stage.

With $\gamma$ absent, $\beta$ grows directly on silicon. Equilibrium there would require $2\mu_M=g_\beta$, so the drive is $-g_\beta/2=0.70$ eV per metal atom. This drop is shared by diffusion, the M/$\beta$ reaction and a $\beta$/Si reaction, given the same rate law with constant 1.0 nm$^{-2}$ s$^{-1}$. Two metal atoms make one unit, so $\dot N_\beta=J/2$. Integration to the last metal atom takes 6625 s. This figure assumes that no MSi at all forms at the contact. On that assumption $\mu_M$ on the silicon side of $\beta$ falls below the $\beta/\gamma$ value of $-0.40$ eV once $\beta$ is thicker than about 5 nm. At 72.7 nm the flux is 0.434 nm$^{-2}$ s$^{-1}$, the $\beta$/Si reaction uses 0.034 eV, and $\mu_M=-0.666$ eV, so $\beta$ there is locally supersaturated with respect to $\gamma$. If traces of MSi instead hold $\mu_M$ at $-0.40$ eV, the flux is the smaller $J_\beta$ and the stage lasts about 9650 s.

MSi cannot persist as a continuous layer during this stage although the reaction $\text{M}_2\text{Si}+\text{Si}\rightarrow2\,\text{MSi}$ would release $A_\gamma=0.60$ eV at the $\beta$/Si contact. A complete layer of MSi replaces the fast $\beta$/Si reaction by its own slow one, $\mu_M$ rises to $-0.40$ eV, and the layer is consumed from the metal side faster than it is renewed. Patches covering only part of the contact are not described by the planar model and are not excluded by this argument.

When the metal runs out, $J_\beta=0$ and the rates become

$$\dot N_\beta=-J_\gamma,\qquad \dot N_\gamma=2J_\gamma.$$

Now $\gamma$ grows and $\beta$ is its source of metal. Converting $4545/2\approx2273$ units of $\beta$ at nearly the ceiling flux takes about $2273/0.100\approx2.27\times10^4$ s. The full integration gives 22,738 s, or 6.32 h, and leaves 109 nm of MSi. The free energy per metal atom is $-0.70$ eV after the first stage and $-1.00$ eV after the second. The final value was tested against direct minimization of the free energy with silicon in excess. The most stable phase has won, but after the supply that suppressed it was exhausted.

### Where the argument stops

Seeds of both phases were assumed to be available, and were treated as complete planar layers. If $\gamma$ has a high nucleation barrier, it may be absent even above $x_c$, for a reason separate from competing fluxes. If silicon also moves, its fluxes enter the atom balances, and the growth condition can no longer be written with the metal fluxes alone. Stress or a slow $\beta/\gamma$ interface would alter the potential drops. The coefficient $L$ was held constant across drops of 7 to 10 $k_BT$, whereas in a real compound it depends on defect concentrations that vary with $\mu_M$. The value of $x_c$ is sensitive to this: with $L_\beta$ proportional to the metal activity and equal to 50 eV$^{-1}$ nm$^{-1}$ s$^{-1}$ at $\mu_M=0$, it would be about 12 nm instead of 96.6 nm. At thicknesses of a few atomic layers, a continuous diffusion law is itself doubtful, so the ceiling flux at $x_\gamma\to0$ should be read as the extrapolation of the behaviour of thin but complete layers.

The values of the constant-$L$, planar-layer calculation are collected in the numerical output below.

## Computed values

```
Temperature: 700 K
kT: 0.06032 eV
g beta, M2Si: -1.40 eV per formula unit
g gamma, MSi: -1.00 eV per formula unit
g beta per atom: -0.4667 eV
g gamma per atom: -0.5000 eV
mu_M at M/beta: 0.0000 eV
mu_M at beta/gamma: -0.4000 eV
mu_M at gamma/Si: -1.0000 eV
Drive A beta: 0.4000 eV
Drive A gamma: 0.6000 eV
L beta = L gamma: 50.0 eV^-1 nm^-1 s^-1
k beta, at M/beta: 1.00 nm^-2 s^-1
k gamma, at gamma/Si: 0.10 nm^-2 s^-1
k direct, at beta/Si: 1.00 nm^-2 s^-1
Volume per M atom in metal: 0.011 nm^3
Volume per M2Si unit: 0.032 nm^3
Volume per MSi unit: 0.024 nm^3
J gamma, zero thickness: 0.099995 nm^-2 s^-1
Critical beta thickness: 96.64 nm
J beta there, from relaxation: 0.199990 nm^-2 s^-1
beta 10 nm, gamma 5 nm: J beta 0.9674, J gamma 0.1000 nm^-2 s^-1
  dN beta/dt 0.8674, dN gamma/dt -0.7674 nm^-2 s^-1
beta 150 nm, gamma 5 nm: J beta 0.1305, J gamma 0.1000 nm^-2 s^-1
  dN beta/dt 0.0305, dN gamma/dt 0.0695 nm^-2 s^-1
Thin case: gamma vanishes after: 294.8 s
Thin case: final beta thickness: 17.61 nm
Thin case: total G change: -124.6 eV nm^-2
Thin case: dG/dt at half time: -0.4242 eV nm^-2 s^-1
Thick case: gamma after 3600 s: 11.13 nm
Thick case: beta after 3600 s: 153.35 nm
No interface limit, beta 10 nm, gamma 0.1 nm: J beta 2.00, J gamma 299.99 nm^-2 s^-1
Rate constants exchanged, beta 5 nm, gamma 10 nm: J beta 0.0998, J gamma 0.9987 nm^-2 s^-1
Exchanged case: beta vanishes after: 174.8 s
Smallest A beta for beta first: 0.0135 eV
g gamma at that limit: -1.3865 eV per formula unit
g gamma per atom at that limit: -0.6933 eV
Metal film thickness: 50.0 nm
Metal atoms in film: 4545.5 nm^-2
Beta thickness when metal is used up: 72.73 nm
Duration of beta stage: 6625 s
Duration of gamma stage: 22738 s
Duration of gamma stage: 6.32 h
Final gamma thickness: 109.09 nm
G per metal atom after beta stage: -0.7000 eV
G per metal atom after gamma stage: -1.0000 eV
```
